\section*{Landau-Rumer attenuation of soft transverse waves by thermal longitudinal phonons}

\section{What scaling fixes}

A weak transverse sound wave of angular frequency $\omega$ crosses a cold solid and loses energy to thermal longitudinal phonons. Let $\Gamma$ be the decay rate of its energy. Two arguments fix the form of $\Gamma$.

First, suppose that the wave is long compared with the thermal phonons and that these fly freely over many wave periods. The wave then acts as a slowly varying force on free particles. Without dispersion or collisions, their equation of motion contains speeds but no length or time of its own. The loss per period therefore cannot depend on the period, and $\Gamma\propto\omega$.

Secondly, $\Gamma/\omega$ is dimensionless. At lowest order it is proportional to the squared anharmonic coupling $g^2$ and to the thermal energy density $U_L$ of the longitudinal phonons. The stiffness $\rho v_L^2$ is the available scale for an energy density, so
\begin{equation}
\frac{\Gamma}{\omega}=g^2 f\!\left(\frac{v_T}{v_L}\right)\frac{U_L}{\rho v_L^2},
\qquad U_L\propto\frac{(k_BT)^4}{(\hbar v_L)^3}.
\end{equation}
Here $\rho$ is the density and $v_T<v_L$ are the transverse and longitudinal speeds. This is the law $\Gamma\propto\omega T^4$. The derivation must supply $g$, the function $f$, and the limits of validity.

\section{Model and conventions}

The solid is isotropic and dispersionless. The conditions are
\begin{equation}
\hbar\omega\ll k_BT\ll k_B\Theta,\qquad \omega\tau\gg1,
\end{equation}
where $\Theta$ is the Debye temperature and $\tau$ the lifetime of a thermal phonon. The wave is weak enough for the loss to be quadratic in its amplitude.

Positions $\mathbf X$ label material points of the unstrained solid. With displacement $\mathbf u$, define
\begin{equation}
H_{ij}=\frac{\partial u_i}{\partial X_j},\qquad
E=\tfrac12(H+H^{T}+H^{T}H).
\end{equation}
In these coordinates the kinetic energy density is $\rho\dot{\mathbf u}^2/2$, without cubic terms. All anharmonicity sits in the elastic energy density
\begin{equation}
W=\frac{\lambda}{2}(\mathrm{tr}E)^2+\mu\,\mathrm{tr}E^2
+\frac A3\mathrm{tr}E^3+B\,\mathrm{tr}E^2\,\mathrm{tr}E+\frac C3(\mathrm{tr}E)^3 .
\end{equation}
The longitudinal modulus is $M=\lambda+2\mu=\rho v_L^2$, and $\mu=\rho v_T^2$.

\section{How shear shifts a longitudinal phonon}

Superpose a nearly uniform gradient $\eta$, belonging to the soft wave, and a longitudinal wave along the unit vector $\mathbf n$ with local gradient $a\,\mathbf n\mathbf n^T$. The soft wave is transverse, so $\mathrm{tr}\,\eta=0$. Write $\epsilon=(\eta+\eta^T)/2$ and $s=\mathbf n\cdot\epsilon\mathbf n$. Dropping $\eta^T\eta$, which is of second order in the soft wave,
\begin{equation}
E=\epsilon+a\,\mathbf n\mathbf n^T+aP+\tfrac12a^2\mathbf n\mathbf n^T,
\qquad P=\tfrac12(\eta^T\mathbf n\mathbf n^T+\mathbf n\mathbf n^T\eta).
\end{equation}
Both $\mathrm{tr}P$ and $\mathbf n\cdot P\mathbf n$ equal $\mathbf n\cdot\eta\mathbf n=s$. The antisymmetric part of $\eta$, a rotation, has dropped out.

Now collect the terms of order $\eta a^2$.
\begin{itemize}
\item In $(\mathrm{tr}E)^2$, the product of $a$ and $as$ gives $2a^2s$, so the $\lambda$ term gives $\lambda a^2s$.
\item In $\mathrm{tr}E^2$, $\epsilon$ with $\frac12a^2\mathbf n\mathbf n^T$ gives $a^2s$, and $a\mathbf n\mathbf n^T$ with $aP$ gives $2a^2s$. The $\mu$ term gives $3\mu a^2s$.
\item In $\mathrm{tr}E^3$, one factor $\epsilon$ and two factors $a\mathbf n\mathbf n^T$ give $3a^2s$, hence $Aa^2s$.
\item In $\mathrm{tr}E^2\,\mathrm{tr}E$, the factor $2as$ from the first trace times $a$ from the second gives $2Ba^2s$.
\item The $C$ term needs $\mathrm{tr}\,\epsilon$, which is zero.
\end{itemize}
Together with the harmonic energy,
\begin{equation}
W=\tfrac12Ma^2+gM\,s\,a^2,\qquad
g=\frac{\lambda+3\mu+A+2B}{\lambda+2\mu}.
\label{eq:g}
\end{equation}
The modulus changes by the factor $1+2gs$. Frequency varies as its square root, so
\begin{equation}
\frac{\delta\omega_k}{\omega_k}=g\,\mathbf n\cdot\epsilon\mathbf n .
\end{equation}
The strain also tilts the polarization slightly. Since the longitudinal and transverse frequencies are well separated, this changes $\omega_k$ only at second order in the strain.

\section{Which collisions are allowed}

Let the soft wave have wave vector $\mathbf q$, and let a phonon $\mathbf k$ absorb one quantum. With $r=v_T/v_L$ and $\theta$ the angle between $\mathbf k$ and $\mathbf q$, energy conservation for $T+L\to L$ reads $k+rq=|\mathbf k+\mathbf q|$. Squaring,
\begin{equation}
k^2+2rkq+r^2q^2=k^2+q^2+2kq\cos\theta
\;\Rightarrow\;
\cos\theta=r-\frac{(1-r^2)q}{2k}.
\end{equation}
For $k\gg q$ this becomes $\cos\theta=r$. The phonon's velocity component along $\mathbf q$ then equals $v_T$, so it rides at constant phase of the wave.

The other absorption channels do not compete in this model when the phonon lifetime is long enough for energy conservation to be sharp:
\begin{itemize}
\item $T+L\to T$ is impossible, because $v_Tq+v_Lk>v_T(q+k)\ge v_T|\mathbf k+\mathbf q|$.
\item $T+T\to L$ requires $v_T(k+q)=v_L|\mathbf k+\mathbf q|\ge v_L|k-q|$. For $k>q$ this means $k/q\le(1+r)/(1-r)$, which excludes thermal phonons when $k\gg q$.
\item $T+T\to T$ requires parallel wave vectors. A half-turn about their common direction reverses all three polarizations and hence the cubic vertex, while isotropy demands that the vertex stay unchanged. It is therefore zero.
\end{itemize}

\section{Matrix element and absorbed power}

Let the soft wave have polarization $\mathbf e$ and displacement amplitude $U$, so that its gradient amplitude is $S=qU$. With a suitable origin of time,
\begin{equation}
s=S\chi\cos(\mathbf q\cdot\mathbf X-\omega t),\qquad
\chi=(\mathbf n\cdot\mathbf e)(\mathbf n\cdot\hat{\mathbf q})
=\sin\theta\cos\theta\cos\varphi .
\end{equation}
Quantize the longitudinal field in volume $V$:
\begin{equation}
\mathbf u=\sum_{\mathbf k}\sqrt{\frac{\hbar}{2\rho V\omega_k}}\;\mathbf n
\left(b_{\mathbf k}e^{i\mathbf k\cdot\mathbf X}+\text{h.c.}\right).
\end{equation}
Insert this into $\int gMs\,a^2\,d^3X$ and keep $b^\dagger_{\mathbf k+\mathbf q}b_{\mathbf k}$. The square $a^2$ supplies this operator pair twice, and the cosine supplies a factor $\frac12$. For $q\ll k$ the two phonons have nearly the same direction and frequency. The coefficient of $e^{-i\omega t}$ is
\begin{equation}
V_k=2gM\,\frac{\hbar}{2\rho V}\,\frac{k^2}{\omega_k}\,\frac{VS\chi}{2}
=\tfrac12\hbar\omega_k\,gS\chi,
\end{equation}
where $Mk^2/\rho=\omega_k^2$ was used.

Absorption carries the occupation factor $n_{\mathbf k}(1+n_{\mathbf k+\mathbf q})$, and the reverse emission carries $n_{\mathbf k+\mathbf q}(1+n_{\mathbf k})$. Their difference is
\begin{equation}
n_{\mathbf k}-n_{\mathbf k+\mathbf q}\simeq-\omega\,\frac{\partial n}{\partial\omega_k}.
\end{equation}
Each net absorption removes $\hbar\omega$ from the wave. The golden rule gives the power per volume
\begin{align}
P&=\hbar\omega\int\!\frac{d^3k}{(2\pi)^3}\,\frac{2\pi}{\hbar^2}|V_k|^2
\left(-\omega\frac{\partial n}{\partial\omega_k}\right)
\delta(v_Lq\cos\theta-\omega)\nonumber\\
&=\frac{\pi}{2}\hbar g^2S^2\omega^2\int\!\frac{d^3k}{(2\pi)^3}\,
\omega_k^2\chi^2\left(-\frac{\partial n}{\partial\omega_k}\right)
\frac{\delta(\cos\theta-r)}{v_Lq}.
\label{eq:P}
\end{align}
One power of $\omega$ comes from the absorbed quantum and one from the population difference. The delta function supplies $1/q$, and $\omega/(v_Lq)=r$, so one power remains.

The angular integral is
\begin{equation}
\int_0^{2\pi}\!\cos^2\!\varphi\,d\varphi\int_{-1}^{1}\!c^2(1-c^2)\,\delta(c-r)\,dc
=\pi r^2(1-r^2).
\end{equation}
For the radial integral put $x=\hbar\omega_k/k_BT$ and integrate by parts:
\begin{align}
\int_0^\infty\! k^2\omega_k^2\left(-\frac{\partial n}{\partial\omega_k}\right)dk
&=\frac{1}{v_L^3}\left(\frac{k_BT}{\hbar}\right)^4
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx,\\
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx
&=4\int_0^\infty\frac{x^3}{e^x-1}\,dx
=4\sum_{m\ge1}\frac{6}{m^4}=\frac{4\pi^4}{15}.
\end{align}
Collecting factors,
\begin{align}
P&=\frac{\pi}{2}\,\hbar g^2S^2\,\omega r\;\frac{\pi r^2(1-r^2)}{8\pi^3}\;
\frac{4\pi^4}{15}\,\frac{(k_BT)^4}{\hbar^4v_L^3}\nonumber\\
&=\frac{\pi^3}{60}\,g^2S^2r^3(1-r^2)\,\omega\,\frac{(k_BT)^4}{\hbar^3v_L^3}.
\end{align}

\section{The attenuation law}

The soft wave has equal mean kinetic and potential energies. Its energy density is $\rho\omega^2U^2/2=\rho v_T^2S^2/2$. Dividing $P$ by this gives
\begin{equation}
\boxed{\;\Gamma=\frac{\pi^3}{30}\,g^2r^3(1-r^2)\,
\frac{\omega\,(k_BT)^4}{\rho v_T^2\hbar^3v_L^3}\;}
\label{eq:law}
\end{equation}
The thermal energy density of the longitudinal branch is
\begin{equation}
U_L=\int_0^\infty\frac{k^2dk}{2\pi^2}\,\hbar\omega_k n_k
=\frac{\pi^2}{30}\,\frac{(k_BT)^4}{\hbar^3v_L^3}.
\end{equation}
With $v_T^2=r^2v_L^2$ the law becomes
\begin{equation}
\frac1Q=\frac{\Gamma}{\omega}=\pi g^2r(1-r^2)\frac{U_L}{\rho v_L^2},
\qquad \alpha=\frac{\Gamma}{v_T},
\label{eq:Q}
\end{equation}
where $\alpha$ is the energy attenuation per length. This determines the function left open by scaling, $f(r)=\pi r(1-r^2)$.

\section{Finite phonon lifetime: the second limit}

Low frequency alone does not guarantee the law, since $\omega\tau$ must be large. To see how the longitudinal contribution changes, let $\delta\omega_k=\Omega_k\cos(\mathbf q\cdot\mathbf X-\omega t)$ with $\Omega_k=g\omega_kS\chi$. Write the occupation as $n=n_0(\omega_k+\delta\omega_k)+\delta n$, and let collisions remove $\delta n$ at rate $1/\tau$. The disturbance varies as $\cos\varphi$, so it carries no net energy and the local temperature is unchanged. Collisions are assumed not to conserve quasi-momentum, so local equilibrium has no drift. With group velocity $\mathbf v$, the kinetic equation is
\begin{equation}
\partial_tn+\mathbf v\cdot\nabla n-\nabla\delta\omega_k\cdot\partial_{\mathbf k}n
=-\delta n/\tau .
\end{equation}
To first order the force term is $-n_0'\,\mathbf v\cdot\nabla\delta\omega_k$. It cancels the gradient of the local-equilibrium part, leaving
\begin{equation}
\left(\partial_t+\mathbf v\cdot\nabla+\frac1\tau\right)\delta n
=-n_0'\,\partial_t\delta\omega_k .
\end{equation}
For complex amplitudes varying as $e^{i(\mathbf q\cdot\mathbf X-\omega t)}$, with $\Delta=\omega-\mathbf q\cdot\mathbf v$, the solution is $\delta n=i\omega n_0'\Omega_k/(\tau^{-1}-i\Delta)$. The local-equilibrium part is in phase with $\delta\omega_k$ and does no mean work. The mean of $\hbar\,\delta n\,\partial_t\delta\omega_k$ gives
\begin{equation}
P=\frac{\hbar\omega^2}{2}\int\!\frac{d^3k}{(2\pi)^3}\,\Omega_k^2(-n_0')\,
\frac{\tau^{-1}}{\Delta^2+\tau^{-2}} .
\end{equation}
For $\omega\tau\gg1$ the Lorentzian tends to $\pi\delta(\Delta)$, which reproduces Eq.~(\ref{eq:P}).

For $\omega\tau\ll1$ it tends to $\tau$, and all directions contribute. Then $\int\chi^2\,d\Omega_{\mathbf n}=\pi(\frac23-\frac25)=4\pi/15$, and
\begin{align}
P&=\frac{\hbar\omega^2\tau}{2}\,g^2S^2\,\frac{4\pi/15}{8\pi^3}\,
\frac{4\pi^4}{15}\,\frac{(k_BT)^4}{\hbar^4v_L^3}
=\frac{2}{15}\,g^2S^2\omega^2\tau\,U_L,\nonumber\\
\Gamma&=\frac{4}{15}\,g^2\omega^2\tau\,\frac{U_L}{\rho v_T^2}.
\end{align}
This longitudinal contribution is now quadratic in frequency, and its temperature dependence includes that of $\tau$. It is not the total loss: the strain also shifts the frequencies of transverse thermal phonons, and with a broad Lorentzian the collision rules no longer exclude them. Their contribution must be added.

\section{Example: a 5 GHz shear wave in cold diamond}

Consider a 0.1 mm diamond plate at 40 K. Rough typical values are $\rho=3500$ kg/m$^3$ and $c_{11},c_{12},c_{44}=1080,125,577$ GPa. A Voigt average over orientations gives
\begin{align}
\lambda&=\frac{c_{11}+4c_{12}-2c_{44}}5=85.2\ \text{GPa},&
\mu&=\frac{c_{11}-c_{12}+3c_{44}}5=537.2\ \text{GPa}.
\end{align}
Hence $M=1159.6$ GPa, $v_L=18.2$ km/s, $v_T=12.4$ km/s and $r=0.681$. The resonant angle is $47^\circ$.

For the third-order constants take $A=-4000$ GPa and $B=C=0$, a rough isotropic stand-in for diamond. Equation~(\ref{eq:g}) gives
\begin{equation}
g=\frac{85.2+3(537.2)-4000}{1159.6}=-1.99 .
\end{equation}
As a test, the frequency shift was also found from the second derivatives of $W$ in a strained solid. For $\mathbf n=(2,3,6)/7$, with displacement along $x$ varying along $z$, both routes give $-0.48642$ per unit gradient.

At 40 K, $U_L=4327$ J/m$^3$. Equation~(\ref{eq:Q}) then gives
\begin{align}
\frac1Q&=\pi(1.986)^2(0.6806)(1-0.6806^2)\,
\frac{4327}{1.1596\times10^{12}}=1.69\times10^{-8},\\
\Gamma&=(3.142\times10^{10}\ \text{s}^{-1})(1.69\times10^{-8})=531\ \text{s}^{-1},\\
\alpha&=\frac{531\ \text{s}^{-1}}{12389\ \text{m/s}}=0.043\ \text{m}^{-1}
\quad(0.0019\ \text{dB/cm}).
\end{align}
The energy lifetime is 1.9 ms and $Q$ is about $6\times10^7$. At fixed frequency the law gives 33 s$^{-1}$ at 20 K and 8490 s$^{-1}$ at 80 K, a factor of 16 for each doubling of temperature.

\section{How far the example can be trusted}

\paragraph{Soft-wave limit.} Here $\hbar\omega/k_BT=0.006$. The golden rule for $T+L\to L$ can be evaluated without assuming $q\ll k$ by using the full third derivative of $W$ along the gradients of the three waves. Its ratio to Eq.~(\ref{eq:law}) is 0.99999 at 5 GHz and 0.956 at 500 GHz, both at 40 K. Local slopes of this fuller calculation around 5 GHz and 40 K are 1.000 in frequency and 4.000 in temperature. The channel $T+T\to L$, limited to $k/q\le5.3$, adds $4\times10^{-7}$ of the law's rate at 5 GHz, but about a quarter of it at 500 GHz, where it can no longer be neglected.

\paragraph{Lifetime.} If the plate thickness sets the thermal mean free path, $\tau=5.5$ ns and $\omega\tau=173$. The Lorentzian lowers the longitudinal contribution by 1.3\% relative to the law. The finite lifetime also lets transverse phonons absorb energy, mostly those travelling within about $30^\circ$ of the wave's direction. In the isotropic solid with the constants chosen here, the transverse phonons add several per cent, more than this reduction, so the total lies somewhat above the law. Their coupling is proportional to $1+A/4\mu$ and contains no $B$, so their share is not fixed by $g$: at the same $g$ it vanishes for $A=-4\mu$ and reaches about a third of the law for $A=-6000$ GPa, $B=1000$ GPa. At 5 GHz, $\omega\tau$ falls below one when the mean free path is shorter than $v_L/\omega\simeq0.6\ \mu$m. The law needs $\omega\tau$ well above one: with the chosen constants and the same $\tau$ for all phonons, the isotropic total already exceeds it by about a quarter at $\omega\tau=10$. It must not be carried to warmer operation without checking $\omega\tau$.

\paragraph{Dispersion.} Replace the linear longitudinal branch by a sine band with the same sound speed and a cutoff set by diamond's two-atom cell. The linear cutoff temperature is about 2400 K. With $g$ held fixed, the ratio of the loss to the law is 1.03 at 40 K, 1.14 at 100 K and 0.84 at 200 K. The correction changes sign, so a ratio near one at a single higher temperature would not establish $T^4$ behaviour. Even at 100 K, far below the cutoff, the error is noticeable.

\paragraph{The real crystal.} The elastic constants and density are close to those of diamond, but the third-order constants are much less secure, and they dominate the uncertainty. Changing $A$ to 0.75 or 1.25 times its value multiplies the rate by 0.32 or 2.06, because the rate varies as $g^2$ and the positive and negative terms in $g$ partly cancel. Diamond is also cubic. For a wave along $[001]$ polarized along $[100]$, an estimate with cubic second-order constants and the same lifetime gives a longitudinal contribution of 1.08 times the isotropic law. The two transverse branches add 0.08 and 0.03, for a total near 1.19. This estimate keeps the third-order constants isotropic and omits coupling between branches, so it is least secure near directions where the transverse branches meet, and the $[001]$ axis of this wave is one of them. Isotropic third-order constants are the larger fault. The resonant phonons near $[101]$ couple to this shear mainly through $c_{166}$, which the stand-in sets to $A/2+B=-2000$ GPa, whereas published cubic sets for diamond put it near $-2700$ to $-3900$ GPa. With such sets the same estimate gives about three to nine times the isotropic law. Surface, defect and support losses are absent as well. The quoted $Q$ therefore describes one bulk loss mechanism, uncertain by a factor of three or more and probably too high for this orientation, and does not predict the $Q$ of a finished resonator. The numerical output lists the inputs and the main results.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough values for diamond)
density = 3500 kg/m^3
c11, c12, c44 = 1080, 125, 577 GPa
A, B, C = -4000, 0, 0 GPa
frequency = 5.0 GHz; temperature = 40 K
thermal mean free path = 0.10 mm
INTERMEDIATE VALUES
Voigt lambda, mu = 85.2, 537.2 GPa
lambda + 2 mu = 1159.6 GPa
v_L, v_T = 18202, 12389 m/s; r = 0.6806
coupling g = -1.986
shift per unit gradient, n=(2,3,6)/7: Hessian = -0.48642
same shift from g = -0.48642
resonant angle, soft limit = 47.11 deg
angular frequency = 3.1416e+10 rad/s
wave number q = 2.5358e+06 1/m
thermal wave number kB T/(hbar v_L) = 2.8770e+08 1/m
thermal k / q = 113.5
T+T->L upper limit of k/q = 5.26
longitudinal thermal energy density = 4326.8 J/m^3
MAIN RESULTS
energy decay rate Gamma = 5.3073e+02 1/s
energy lifetime = 1.884 ms
1/Q = 1.6894e-08; Q = 5.919e+07
energy attenuation = 4.2839e-02 1/m
  converted = 1.860e-03 dB/cm
T = 20 K: law 3.3171e+01 1/s, finite-q rule 3.3170e+01 1/s
T = 40 K: law 5.3073e+02 1/s, finite-q rule 5.3073e+02 1/s
T = 80 K: law 8.4917e+03 1/s, finite-q rule 8.4917e+03 1/s
finite-q exponents: T 4.0000, frequency 1.0000
LIMITS AND NEGLECTED EFFECTS
hbar omega/(kB T) = 0.00600
finite-q rate / law at 5 GHz = 0.99999
finite-q rate / law at 500 GHz = 0.9564
soft T+T->L rate / law = 3.85e-07
thermal lifetime tau = 5.49 ns; omega tau = 172.6
finite-lifetime loss / law = 0.9873
same ratio at omega tau = 600: 0.9963
1/Q ratio, omega tau 0.02 to 0.01 = 1.9988
longitudinal cutoff temperature = 2408 K
sine-band loss / law at 40 K = 1.0289
sine-band loss / law at 100 K = 1.1439
sine-band loss / law at 200 K = 0.8374
A times 0.75: g = -1.124, rate / law = 0.320
A times 1.25: g = -2.849, rate / law = 2.057
cubic estimate, longitudinal branch / law = 1.076
cubic estimate, slow transverse / law = 0.077
cubic estimate, fast transverse / law = 0.034
\end{verbatim}
